# Climbing-image elastic band: finding a defect saddle and verifying one unstable mode

A defect hops from one site to another over a saddle of the potential energy, and the height of that saddle sets the migration barrier. The climbing-image nudged elastic band finds the saddle by reversing the force along the band on one image. If a nondegenerate stationary point attracts this image, its Hessian has exactly one negative eigenvalue. Zero force alone does not guarantee this: a band held in place by symmetry can stop on a hilltop with two unstable modes. The search therefore ends with a diagonalized Hessian, not with a small force.

Energies are in eV and lengths in Å. The coordinate \(x\) describes the hop, \(y\) describes a lattice relaxation, and \(u=x/a\) with \(a=1.2\) Å. Both surfaces below are models with round parameters and represent no particular material.

## A small case by hand

Take a surface on which the defect can pass an obstacle on either side:

\[
V=D_2(u^2-1)^2+\tfrac12\kappa(mu^2-1)y^2+\tfrac14\lambda y^4 ,
\]

with \(D_2=0.5\) eV, \(\kappa=1\) eV/Å², \(m=6\) and \(\lambda=10\) eV/Å⁴. The end sites are the minima \((\pm a,0)\), where \(V=0\). The gradient is

\[
\frac{\partial V}{\partial x}=\frac{u}{a}\left[4D_2(u^2-1)+\kappa m y^2\right],\qquad
\frac{\partial V}{\partial y}=y\left[\kappa(mu^2-1)+\lambda y^2\right].
\]

On the line \(u=0\) the first component vanishes. The second vanishes at \(y=0\) and at \(y^2=\kappa/\lambda=0.1\) Å², that is, \(y=\pm0.316\) Å. The energies there are

\[
V(0,0)=D_2=0.500\ \text{eV},
\]
\[
V\!\left(0,\pm\sqrt{\kappa/\lambda}\right)=D_2-\frac{\kappa^2}{2\lambda}+\frac{\kappa^2}{4\lambda}
=D_2-\frac{\kappa^2}{4\lambda}=0.475\ \text{eV}.
\]

The mixed derivative \(2\kappa m u y/a\) is zero at \(u=0\), so the Hessian is diagonal there:

\[
V_{xx}=\frac{-4D_2+m\kappa y^2}{a^2},\qquad V_{yy}=-\kappa+3\lambda y^2 .
\]

At the origin the curvatures are \(-2/1.44=-1.389\) and \(-1.000\) eV/Å², so this point is a hilltop. At \(y^2=0.1\) Å² they are \((-2+0.6)/1.44=-0.972\) and \(-1+3=2.000\) eV/Å², so these two points are saddles.

Now let an image climb. Its band runs along \(x\), so the component of the force \(\mathbf F=-\nabla V\) along \(x\) is reversed and the component along \(y\) is kept. Near the origin the image moves according to

\[
\dot x=+\frac{\partial V}{\partial x}\approx-1.389\,x,\qquad
\dot y=-\frac{\partial V}{\partial y}\approx+1.000\,y .
\]

Here the mobility is set to one, so the rates carry the unit eV/Å². The image is drawn to \(x=0\) and pushed away from \(y=0\). If \(y\) is exactly zero, however, the push is zero too, because \(\partial V/\partial y\) contains the factor \(y\). The image then stops on the hilltop. Near the saddle, with \(\delta y\) the distance from it in \(y\), the same rule gives

\[
\dot x\approx-0.972\,x,\qquad \dot{\delta y}\approx-2.000\,\delta y ,
\]

and both displacements decay.

An actual band of eight images does the same. Started on the straight line \(y=0\), its climbing image converges to \((0,0)\) at 0.500 eV, with two unstable modes. When the interior images \(i=1,\dots,6\) are first shifted by \(0.05\sin(\pi i/7)\) Å in \(y\), the climbing image converges to \((0,0.316)\) Å at 0.475 eV, with one unstable mode. Both runs reach the same small force. Accepting the first would overstate this barrier by 0.025 eV and give the wrong geometry.

## The band in general

Let \(\mathbf r_0,\dots,\mathbf r_N\) be the images. The ends \(\mathbf r_0\) and \(\mathbf r_N\) are fixed at two minima. Each interior image has a unit tangent \(\boldsymbol\tau_i\), and an ordinary image feels

\[
\mathbf F_i^{\rm band}=\mathbf F_i-(\mathbf F_i\cdot\boldsymbol\tau_i)\boldsymbol\tau_i
+k_s\left(|\mathbf r_{i+1}-\mathbf r_i|-|\mathbf r_i-\mathbf r_{i-1}|\right)\boldsymbol\tau_i .
\]

The first two terms keep the part of the true force normal to the band, which moves the band towards a minimum-energy path. The spring term acts along the band and controls the spacing. Without this separation the springs would pull the band across corners, and the true force would drag images down into the minima.

On a slope, the tangent lies along the segment joining the image to its higher neighbour. It always points towards increasing image number, even when the higher neighbour is the previous image; otherwise the spring term would have the wrong sign. At a local maximum or minimum of energy along the band, it is a blend:

\[
\boldsymbol\tau_i\propto w_+(\mathbf r_{i+1}-\mathbf r_i)+w_-(\mathbf r_i-\mathbf r_{i-1}).
\]

The weights are the two absolute energy differences to the neighbours, and the larger one goes to the segment leading to the higher neighbour. The tangent then changes continuously when an image passes from a slope to an extremum.

The climbing image has no spring. Its force is

\[
\mathbf F_c=\mathbf F-2(\mathbf F\cdot\boldsymbol\tau)\boldsymbol\tau=R\mathbf F,\qquad
R=I-2\boldsymbol\tau\boldsymbol\tau^{T}.
\]

Since \(\boldsymbol\tau^T\boldsymbol\tau=1\),

\[
R^2=I-4\boldsymbol\tau\boldsymbol\tau^T+4\boldsymbol\tau(\boldsymbol\tau^T\boldsymbol\tau)\boldsymbol\tau^T=I .
\]

Multiplying \(R\mathbf F=0\) by \(R\) gives \(\mathbf F=0\). The climbing image can therefore come to rest only at a true stationary point, even if the tangent is inaccurate. The tangent affects whether the image gets there.

## Why an attracting point has one unstable mode

Displace the climbing image by \(\delta\mathbf r\) from a stationary point with Hessian \(H\). To first order \(\delta\mathbf F=-H\delta\mathbf r\). The tangent also changes, and it depends on the neighbouring images, but its change multiplies \(\mathbf F=0\). Hence

\[
\delta\mathbf F_c=-RH\,\delta\mathbf r .
\]

A steepest-descent step \(\mathbf r\to\mathbf r+h\mathbf F_c\) turns \(\delta\mathbf r\) into \((I-hRH)\delta\mathbf r\). By attraction I mean that every eigenvalue \(\mu\) of \(RH\) satisfies \(|1-h\mu|<1\). Writing out the square,

\[
1-2h\,\mathrm{Re}\,\mu+h^2|\mu|^2<1
\quad\Rightarrow\quad \mathrm{Re}\,\mu>\tfrac12h|\mu|^2 .
\]

The right side is never negative, so every \(\mu\) has a positive real part. In particular no \(\mu\) is zero, so a point that attracts in this sense is nondegenerate.

In two dimensions this settles the matter. The reflection has \(\det R=-1\), so \(\det(RH)=-\det H\). With \(\mathbf n\) the unit normal to \(\boldsymbol\tau\),

\[
\mathrm{tr}(RH)=\mathrm{tr}H-2\boldsymbol\tau^TH\boldsymbol\tau
=\mathbf n^TH\mathbf n-\boldsymbol\tau^TH\boldsymbol\tau ,
\]

because \(\mathrm{tr}H\) is the sum of the curvatures along \(\mathbf n\) and \(\boldsymbol\tau\). A real \(2\times2\) matrix has eigenvalues with positive real parts exactly when its determinant and trace are both positive. The determinant condition gives \(\det H<0\): one negative and one positive curvature.

The trace condition limits the tangent. Let \(\lambda_1<0<\lambda_2\) be the curvatures and \(\theta\) the angle between \(\boldsymbol\tau\) and the unstable mode. Then

\[
\mathrm{tr}(RH)=(\lambda_1\sin^2\theta+\lambda_2\cos^2\theta)-(\lambda_1\cos^2\theta+\lambda_2\sin^2\theta)
=(\lambda_2-\lambda_1)\cos2\theta .
\]

In two dimensions a saddle thus attracts the climbing image, for small enough steps, when the tangent lies within 45° of the unstable mode. A coarse band on a strongly curved path can violate this and fail to converge.

In more dimensions the determinant still has to be positive, since complex eigenvalues come in conjugate pairs. So \(\det H<0\), and \(H\) has at least one negative eigenvalue. To exclude two or more, use the eigenbasis of \(H\), with eigenvalues \(\lambda_i\) and tangent components \(\tau_i\). The equation \(RH\mathbf v=\mu\mathbf v\) reads

\[
(\lambda_i-\mu)v_i=2s\,\tau_i,\qquad s=\boldsymbol\tau^TH\mathbf v=\sum_i\tau_i\lambda_iv_i .
\]

Solving for \(v_i\), inserting it in \(s\) and dividing by \(s\neq0\) gives

\[
1=2\sum_i\frac{\tau_i^2\lambda_i}{\lambda_i-\mu}.
\]

Suppose two neighbouring eigenvalues \(\lambda_1<\lambda_2\) are negative, with nonzero \(\tau_1\) and \(\tau_2\). Just above \(\lambda_1\) the right side tends to \(+\infty\), a negative number divided by a small negative one. Just below \(\lambda_2\) it tends to \(-\infty\). It is continuous in between, so it equals 1 at some negative \(\mu\), and the point repels.

Two special cases remain. If \(\tau_i=0\) for a negative \(\lambda_i\), its eigenvector is untouched by \(R\), and \(\mu=\lambda_i<0\). If a negative \(\lambda_i\) is repeated, its eigenspace contains a vector normal to \(\boldsymbol\tau\), with the same result. Exactly one negative eigenvalue is left.

The hilltop does not contradict this. It repels the image, but the symmetric band never samples the repelling direction.

## A hop between inequivalent sites

The second surface has a curved valley and two sites of different energy:

\[
V=W(u)+\tfrac12K[y-g(u)]^2,
\]
\[
W=D(u^2-1)^2+Tu,\qquad g=b(1-u^2)+cu ,
\]

with \(D=0.5\) eV, \(T=0.2\) eV, \(K=6\) eV/Å², \(b=0.4\) Å and \(c=0.3\) Å. Its stationary points can be found without a band. Setting \(\partial V/\partial y=K(y-g)=0\) gives \(y=g(u)\). The bracket then drops out of \(\partial V/\partial x\), leaving \(W'(u)=0\):

\[
4Du(u^2-1)+T=0 .
\]

The roots are \(u=-1.0467,\ 0.1010,\ 0.9456\). With \(g_x=dg/dx=(c-2bu)/a\), the Hessian at these points is

\[
H_{xx}=\frac{W''}{a^2}+Kg_x^2,\qquad H_{xy}=-Kg_x,\qquad H_{yy}=K,
\]
\[
\det H=\frac{KW''}{a^2}+K^2g_x^2-K^2g_x^2=\frac{KW''}{a^2},\qquad W''=12Du^2-4D .
\]

The cubic \(W'\) rises through its outer roots and falls through the middle one. The middle root therefore has \(\det H<0\) and is a saddle. The outer roots have \(\det H>0\) and \(H_{yy}>0\), so they are minima.

For \(T=0\) the saddle lies at \(u=0\) and the barrier is \(D\). As \(|T|\) grows to \(8D/(3\sqrt3)\), the largest value of \(4Du(1-u^2)\) for \(u>0\), the saddle merges with the shallower minimum. There \(W''=0\) and the Hessian is degenerate. One \(\mu\) is then zero, so the condition for attraction fails.

The band has seven images including its ends, \(k_s=5\) eV/Å² and \(h=0.04\) Å²/eV. It starts on the straight line between the minima and is relaxed without climbing until every band force is below \(10^{-7}\) eV/Å. The highest image then climbs, with the same stopping force. The two stages take 223 and 272 iterations. The final band is:

| Image | \(x\) (Å) | \(y\) (Å) | \(V-V_{\rm left}\) (eV) |
|---|---|---|---|
| 0 | −1.256 | −0.352 | 0.000 |
| 1 | −0.975 | −0.061 | 0.107 |
| 2 | −0.643 | 0.170 | 0.358 |
| 3 | −0.272 | 0.331 | 0.611 |
| 4 | 0.121 | 0.426 | 0.715 |
| 5 | 0.635 | 0.444 | 0.570 |
| 6 | 1.135 | 0.326 | 0.399 |

Image 4 sits at the saddle: \(x=au=1.2\times0.1010=0.121\) Å. The energies of the left minimum, saddle and right minimum are \(-0.2048\), \(0.5101\) and \(0.1947\) eV, so the two barriers are

\[
E_{\rightarrow}=0.5101+0.2048=0.7149\approx0.715\ \text{eV},
\]
\[
E_{\leftarrow}=0.5101-0.1947=0.3154\approx0.315\ \text{eV}.
\]

The first equals 69.0 kJ/mol. The straight line would give 1.176 eV, because it denies the lattice its relaxation in \(y\). The relaxed band without climbing has its highest image at 0.701 eV, about 0.014 eV below the saddle, because no image lies on the top.

## Counting and identifying the unstable mode

The Hessian is obtained from central differences of the gradient at the converged image:

\[
H_{jk}\approx\frac{\partial_jV(\mathbf r+\epsilon\mathbf e_k)-\partial_jV(\mathbf r-\epsilon\mathbf e_k)}{2\epsilon},\qquad \epsilon=10^{-4}\ \text{Å}.
\]

This gives \(H_{xx}=-1.146\), \(H_{xy}=-1.096\) and \(H_{yy}=6.000\) eV/Å². The eigenvalues follow from

\[
\lambda=\frac{H_{xx}+H_{yy}}2\pm\sqrt{\left(\frac{H_{yy}-H_{xx}}2\right)^2+H_{xy}^2}
=2.427\pm3.737 ,
\]

so \(\lambda_1=-1.310\) and \(\lambda_2=6.164\) eV/Å². There is one unstable mode, and neither curvature is close to zero, where numerical error could change the count.

The second row of \(H\mathbf v=\lambda_1\mathbf v\) gives the mode's slope:

\[
\frac{v_y}{v_x}=\frac{Kg_x}{K-\lambda_1}=\frac{1.096}{7.310}=0.150 .
\]

The valley floor \(y=g\) has the steeper slope \(g_x=1.096/6=0.183\). The unstable mode is thus not tangent to the valley floor. The band tangent, \((0.990,0.140)\), lies within half a degree of the unstable mode, \((0.989,0.148)\), far inside the 45° limit. The eigenvalues of \(RH\) are 1.311 and 6.163 eV/Å², close to \(|\lambda_1|\) and \(\lambda_2\). Each step therefore multiplies the two error components by \(1-0.04\times1.311=0.948\) and \(1-0.04\times6.163=0.753\).

Masses change the frequencies but not the count. The mass-weighted matrix is \(M^{-1/2}HM^{-1/2}\), and

\[
\mathbf q^TM^{-1/2}HM^{-1/2}\mathbf q=\mathbf z^TH\mathbf z,\qquad \mathbf z=M^{-1/2}\mathbf q .
\]

This map is one-to-one, so directions of negative curvature form subspaces of the same largest dimension before and after weighting. With effective masses of 30 u for \(x\) and 60 u for \(y\), the square roots of the eigenvalues divided by \(2\pi\) are \(3.24i\) and 5.06 THz.

One unstable mode does not tell which minima the saddle joins. Steepest descent from points displaced by 0.01 Å to either side along that mode ends in the left and right minima, so this saddle belongs to the intended hop.

Nor does it tell whether another path is lower. In two dimensions a grid can answer this: starting from one minimum, always add the lowest neighbouring grid point not yet reached, and record the highest energy needed to reach the other minimum. With 0.01 Å spacing this gives a barrier of 0.715 eV, so within the grid's area and resolution there is no lower pass.

A real crystal has too many coordinates for such a grid, and other starting bands must be tried instead. In a periodic cell its three rigid translations have zero curvature and must be removed before the negative eigenvalues are counted.

Numerical values quoted here were computed with a short program.
